\section*{Impedance and relaxation of a stabilized ferroelectric-dielectric stack, part 1}

(Sections cited here and not found follow in the second part.)

\section{The impedance from the two layers in series}

\subsection{What dimensions and linearity already fix}

Consider a ferroelectric film in series with a linear dielectric. Near a static state, let the polarization of the film obey one first-order rate equation with damping $\rho$ and curvature $\alpha$ of the Landau energy. For signals that vary as $e^{st}$, the polarization then enters the linear equations through the single combination
\begin{equation}
q=\alpha+s\rho .
\end{equation}
Its units agree: $\alpha$ is an inverse permittivity, in m/F, and $\rho$ is a resistivity, in $\Omega\,$m, which is the same as s$\,$m/F.

All other relations are electrostatic, linear and free of time derivatives. Eliminating the polarization therefore leaves the ratio of voltage $v$ to electrode charge density $d$ as a quotient of two first-degree polynomials in $q$. Each natural rate of the stack is a root $q=-N$, where $N$ is an inverse permittivity that depends on neither $\alpha$ nor $\rho$. Solving $\alpha+s\rho=-N$ for $s$ gives
\begin{equation}
s=-\gamma,\qquad \gamma=\frac{\alpha+N}{\rho}. \label{form}
\end{equation}
The electrostatics contains two permittivities and two thicknesses. Since $N$ carries the dimension of an inverse permittivity, the thicknesses can enter it only through their ratio.

At very large $s$ the damping holds the polarization still, and the stack is an ordinary capacitor of some value $C_\infty$ per area. The current density is $j=sd$. With $Z=v/j$, the form is thus
\begin{equation}
Z(s)=\frac{1}{sC_\infty}\,\frac{s+\gamma_V}{s+\gamma_Q}. \label{Zform}
\end{equation}
What remains is to find $C_\infty$ and the two values of $N$. Here $Z$ is impedance times area, and for a sinusoidal signal $s=i\omega$.

\subsection{The model and its static state}

The film has thickness $t_f$ and the dielectric $t_d$. Fields, polarization and displacement point along the normal and are uniform in each layer. The interface carries no free charge, and neither layer conducts. The film field $E_f$ drives the Landau-Khalatnikov equation
\begin{equation}
\rho\frac{dP}{dt}=E_f-aP-bP^3,\qquad a<0<b. \label{LK}
\end{equation}
The film also has a fast linear response, described by a background permittivity $\varepsilon_b$. The dielectric has permittivity $\varepsilon_d$. Continuity of displacement and addition of voltages read
\begin{equation}
D=\varepsilon_bE_f+P=\varepsilon_dE_d,\qquad V=t_fE_f+t_dE_d. \label{layers}
\end{equation}

To express the film field through $P$ and $V$, insert $E_d=(V-t_fE_f)/t_d$ in the first relation:
\begin{align}
\varepsilon_bE_f+P&=\frac{\varepsilon_d}{t_d}V-\frac{\varepsilon_dt_f}{t_d}E_f,\\
E_f&=\frac{1}{S}\left(\frac{\varepsilon_d}{t_d}V-P\right),\qquad
S=\varepsilon_b+\frac{\varepsilon_dt_f}{t_d}. \label{field}
\end{align}
The term $-P/S$ is the depolarizing field at fixed voltage. Setting $dP/dt=0$ in Eq.~\eqref{LK} gives the static state $P_0$:
\begin{equation}
\left(a+\frac1S\right)P_0+bP_0^3=\frac{\varepsilon_d}{t_dS}V. \label{static}
\end{equation}
If $a+1/S>0$, the left side rises steadily with $P_0$, so each voltage has one static state. This is the regime called stabilized below. The film alone would have two states of opposite polarization, and the dielectric removes that choice.

\subsection{Linearization and the film impedance}

Write $P=P_0+p$ and use lower-case letters for all small changes. Expanding the cubic term gives
\begin{equation}
b(P_0+p)^3=bP_0^3+3bP_0^2p+O(p^2).
\end{equation}
The static terms cancel. To first order in $p$,
\begin{equation}
\rho\dot p=e-\alpha p,\qquad \alpha=a+3bP_0^2. \label{linear}
\end{equation}
Since $\alpha$ is even in $P_0$, opposite bias voltages give the same impedance. For $e^{st}$ the derivative becomes a factor $s$, so $e=(\alpha+s\rho)p=qp$. The displacement of the film is
\begin{equation}
d=\varepsilon_be+p=\left(\varepsilon_b+\frac1q\right)e=\frac{1+\varepsilon_bq}{q}\,e.
\end{equation}
Its voltage is $t_fe$ and its current density $sd$, hence
\begin{equation}
Z_f=\frac{t_fe}{sd}=\frac{t_fq}{s(1+\varepsilon_bq)}. \label{Zf}
\end{equation}

For $\varepsilon_b=0$ this becomes $Z_f=\rho t_f+\alpha t_f/s$. The film is then a positive resistance $\rho t_f$ in series with a capacitance $1/(\alpha t_f)$, which is negative when $\alpha<0$. A finite background puts a positive capacitance $\varepsilon_b/t_f$ in parallel with that pair.

\subsection{Adding the dielectric}

The same current passes through the dielectric, whose impedance is $t_d/(s\varepsilon_d)$. The sum, multiplied by $s$, is
\begin{align}
sZ&=\frac{t_fq}{1+\varepsilon_bq}+\frac{t_d}{\varepsilon_d}
=\frac{\left(t_f+\varepsilon_bt_d/\varepsilon_d\right)q+t_d/\varepsilon_d}{1+\varepsilon_bq}.
\end{align}
By the definition of $S$, the bracket equals $(t_d/\varepsilon_d)S$. Taking out common factors,
\begin{equation}
sZ=\frac{t_d}{\varepsilon_d}\,\frac{1+Sq}{1+\varepsilon_bq}
=\frac{t_dS}{\varepsilon_d\varepsilon_b}\,\frac{q+1/S}{q+1/\varepsilon_b}. \label{factored}
\end{equation}
The prefactor is
\begin{equation}
\frac{t_dS}{\varepsilon_d\varepsilon_b}=\frac{t_d}{\varepsilon_d}+\frac{t_f}{\varepsilon_b}=\frac1{C_\infty}. \label{Cinf}
\end{equation}
Now put $q=\alpha+s\rho$ and divide both numerator and denominator of the last fraction in Eq.~\eqref{factored} by $\rho$. The result is Eq.~\eqref{Zform} with
\begin{equation}
\gamma_V=\frac{\alpha+1/S}{\rho},\qquad
\gamma_Q=\frac{\alpha+1/\varepsilon_b}{\rho}. \label{rates}
\end{equation}
The two values of $N$ in Eq.~\eqref{form} are therefore $1/S$ and $1/\varepsilon_b$. Because $S>\varepsilon_b$, one always has $\gamma_Q>\gamma_V$.

\subsection{Which root is the relaxation pole}

The answer depends on what the external circuit holds fixed. At fixed voltage $v=Zj=0$, and a current can flow without a signal source only where $Z=0$. This happens at $s=-\gamma_V$, a zero of $Z$ and a pole of the admittance $1/Z$. A disturbance then decays as $e^{-\gamma_Vt}$.

At fixed charge $j=0$, and a voltage can persist only at a pole of $Z$. The pole at $s=-\gamma_Q$ is the relaxation of the polarization. The other pole, at $s=0$, expresses that a charge placed on an isolated, non-conducting stack stays there.

The uniform state is linearly stable at fixed voltage when $\gamma_V>0$, that is, when $\alpha+1/S>0$. At zero bias $\alpha=a=-|a|$, and the condition is $S<1/|a|$. If $\varepsilon_b|a|<1$, it can be solved for the dielectric thickness:
\begin{equation}
\frac{\varepsilon_dt_f}{t_d}<\frac1{|a|}-\varepsilon_b
\quad\Longrightarrow\quad
t_d>\frac{\varepsilon_dt_f}{1/|a|-\varepsilon_b}. \label{tmin}
\end{equation}
Two limits show the role of the dielectric. For $t_d\to0$, $S\to\infty$ and $\gamma_V\to\alpha/\rho$, which is negative for a film in its negative-curvature range. For $t_d\to\infty$, $S\to\varepsilon_b$ and $\gamma_V\to\gamma_Q$: a very thick dielectric makes a voltage source act on the film as a charge source.

\subsection{Static capacitance and slowing}

In the stable regime the low-frequency limit of Eq.~\eqref{Zform} is $Z\to1/(sC_0)$, with
\begin{equation}
C_0=C_\infty\frac{\gamma_Q}{\gamma_V}. \label{C0}
\end{equation}
The same limit of the series sum is
\begin{equation}
\frac1{C_0}=\frac{t_d}{\varepsilon_d}+\frac{\alpha t_f}{1+\varepsilon_b\alpha}
=\frac1{C_d}+\frac1{C_f}. \label{series}
\end{equation}
Stability gives $1+\alpha S>0$. For $\alpha<0$ this implies $1+\varepsilon_b\alpha>0$, since $\varepsilon_b<S$. The second term is then negative, and $C_0$ exceeds the capacitance $C_d$ of the dielectric alone. The range of enhancement is thus $-1/S<\alpha<0$.

Equation~\eqref{C0} can also be written
\begin{equation}
C_0\gamma_V=C_\infty\gamma_Q. \label{tradeoff}
\end{equation}
The right side stays finite at the stability threshold. As the threshold is approached, $C_0$ grows without bound in this linear model and $\gamma_V$ falls in inverse proportion. A large static gain is paid for by a slow response at fixed voltage.

\subsection{Numbers for an ultrathin stack}

Take a film of 1.5 nm with relative background permittivity 20, on a dielectric of 1 nm with relative permittivity 9. Let $a=-1.0\times10^9$ m/F, $\rho=0.5\ \Omega\,$m and the Landau spontaneous polarization be 20 $\mu$C/cm$^2$, so that $b=|a|/P_s^2=2.5\times10^{10}$ m$^5$/(F$\,$C$^2$). These are round model inputs.

In units of the vacuum permittivity, $S=20+9\times1.5=33.5$, or $1/S=3.37\times10^9$ m/F. It exceeds $|a|$, so the uniform state is stable. From this value, $1/\varepsilon_b=(33.5/20)/S=5.65\times10^9$ m/F. At zero bias
\begin{align}
\gamma_V&=\frac{(3.37-1.00)\times10^9}{0.5}\ \mathrm{s^{-1}}=4.74\ \mathrm{ns^{-1}},\\
\gamma_Q&=\frac{(5.65-1.00)\times10^9}{0.5}\ \mathrm{s^{-1}}=9.3\ \mathrm{ns^{-1}}.
\end{align}
The relaxation time at fixed voltage is $1/\gamma_V=0.21$ ns, a corner frequency $\gamma_V/2\pi$ of 0.75 GHz. Setting the background to zero with all else fixed would give 14.7 ns$^{-1}$, about three times too fast.

The capacitances per area are $C_d=7.97$ and $C_f=-54.9\ \mu$F/cm$^2$. Hence
\begin{equation}
C_0=\left(\frac1{7.97}-\frac1{54.9}\right)^{-1}=9.32\ \mu\mathrm{F/cm^2},
\end{equation}
which is 1.17 times $C_d$. With $C_\infty=4.76\ \mu$F/cm$^2$, Eq.~\eqref{C0} gives the same value: $4.76\times9.29/4.74=9.3$.

The threshold thickness of Eq.~\eqref{tmin} is 0.145 nm, less than an atomic layer. It shows only that this stack is far from the uniform instability, because a bulk permittivity has no clear meaning at that thickness. The full nonlinear equation was integrated on both sides of the threshold, from a polarization of 0.01 $\mu$C/cm$^2$ at zero voltage. After 100 ns it had grown above 1 $\mu$C/cm$^2$ at 0.8 times the threshold thickness, and had decayed below $10^{-6}\ \mu$C/cm$^2$ at 1.25 times.

A bias changes the point of linearization. At 0.5 V, Eq.~\eqref{static} gives $P_0=5.49\ \mu$C/cm$^2$, or 0.0549 C/m$^2$, and
\begin{equation}
\alpha=-1.0\times10^9+3(2.5\times10^{10})(0.0549)^2=-7.7\times10^8\ \mathrm{m/F}.
\end{equation}
The film is stiffer: $C_0$ falls to 8.93 $\mu$F/cm$^2$ and the relaxation time to 0.19 ns. The film field is $-0.51$ MV/cm, opposed to the applied voltage, and the dielectric carries 0.576 V, more than the whole stack.

\section{The impedance from an energy function, and the limits of both derivations}

\subsection{Symbols and results carried over}

The film has thickness $t_f$, background permittivity $\varepsilon_b$, damping $\rho$ and Landau coefficients $a<0<b$. The dielectric has thickness $t_d$ and permittivity $\varepsilon_d$. About a static polarization $P_0$ the curvature is $\alpha=a+3bP_0^2$. Small changes of polarization, displacement, voltage and current density are $p$, $d$, $v$ and $j=sd$, varying as $e^{st}$. Adding the impedances of the layers gave
\begin{align}
Z&=\frac{s+\gamma_V}{sC_\infty(s+\gamma_Q)},& \frac1{C_\infty}&=\frac{t_f}{\varepsilon_b}+\frac{t_d}{\varepsilon_d},\label{Zagain}\\
\gamma_V&=\frac{\alpha+1/S}{\rho},\quad \gamma_Q=\frac{\alpha+1/\varepsilon_b}{\rho},& S&=\varepsilon_b+\frac{\varepsilon_dt_f}{t_d}.\label{ratesagain}
\end{align}
The static capacitance is $C_0=C_\infty\gamma_Q/\gamma_V$. In the numerical example $\gamma_V=4.74$ and $\gamma_Q=9.29$ ns$^{-1}$ at zero bias.

\subsection{Energy and damping}

The second derivation uses no impedance of a single layer. It starts from the energy stored per area, as a function of polarization and electrode charge density $D$:
\begin{equation}
W=t_f\left[\frac a2P^2+\frac b4P^4+\frac{(D-P)^2}{2\varepsilon_b}\right]+\frac{t_dD^2}{2\varepsilon_d}. \label{W}
\end{equation}
The third term is the background energy $\varepsilon_bE_f^2/2$, with $E_f=(D-P)/\varepsilon_b$. Differentiation gives
\begin{align}
\frac{\partial W}{\partial D}&=t_fE_f+t_d\frac{D}{\varepsilon_d}=V,\label{WD}\\
-\frac{\partial W}{\partial P}&=t_f(E_f-aP-bP^3)=t_f\rho\frac{dP}{dt}.\label{WP}
\end{align}
The first line is the total voltage. The second is the Landau-Khalatnikov equation times $t_f$: the polarization moves down the slope of $W$ against a friction $\eta=t_f\rho$.

Near the static state the second derivatives of $W$ are
\begin{equation}
A=W_{DD}=\frac{t_f}{\varepsilon_b}+\frac{t_d}{\varepsilon_d},\quad
B=W_{DP}=-\frac{t_f}{\varepsilon_b},\quad
K=W_{PP}=t_f\left(\alpha+\frac1{\varepsilon_b}\right). \label{hessian}
\end{equation}
The linear forms of Eqs.~\eqref{WD} and \eqref{WP} are
\begin{equation}
v=Ad+Bp,\qquad s\eta p=-Kp-Bd.
\end{equation}
The second gives $p=-Bd/(K+s\eta)$. Substitution in the first yields
\begin{equation}
sZ=\frac vd=A-\frac{B^2}{K+s\eta}
=A\,\frac{s\eta+K-B^2/A}{s\eta+K}. \label{schur}
\end{equation}

It remains to identify the terms. First, $A=1/C_\infty$ and $K/\eta=\gamma_Q$. Next,
\begin{align}
\frac1{t_f}\left(K-\frac{B^2}{A}\right)
&=\alpha+\frac1{\varepsilon_b}\left[1-\frac{t_f/\varepsilon_b}{t_f/\varepsilon_b+t_d/\varepsilon_d}\right]\nonumber\\
&=\alpha+\frac1{\varepsilon_b}\,\frac{t_d/\varepsilon_d}{t_f/\varepsilon_b+t_d/\varepsilon_d}
=\alpha+\frac1S. \label{reduced}
\end{align}
The last step multiplies numerator and denominator by $\varepsilon_b\varepsilon_d/t_d$. Dividing by $\rho$ gives $\gamma_V$, and Eq.~\eqref{schur} becomes Eq.~\eqref{Zagain}.

This route shows what the two rates measure. At fixed charge the polarization feels the curvature $K$. At fixed voltage the charge adjusts at once, which lowers the curvature by $B^2/A$. The stack is stable at fixed voltage when $W-VD$ has a minimum in both variables: since $A>0$, this requires $K-B^2/A>0$. Negative curvature of the Landau energy alone is compatible with that minimum.

Adding the layer impedances and starting from an energy function give the same stack impedance, with relaxation rates $\gamma_V$ at fixed voltage and $\gamma_Q$ at fixed charge. What remains is to examine dissipation, the effect of an external resistance, and the limits of the model, including domains, interface charge and the properties of real stacks.

Numerical values quoted here were computed with a short program.
